# Chiral-limit flat-band wavefunctions from theta functions and the higher magic values, part 2

In twisted bilayer graphene with only opposite-sublattice tunnelling \(w\), we seek the couplings \(\alpha=w/(v_0k_\theta)\) that give an exactly flat zero-energy band, and its states. Here \(v_0\) is the isolated-layer velocity and \(k_\theta\) the Dirac-cone displacement. Energies are in \(v_0k_\theta\), lengths in \(1/k_\theta\).

Vectors are also complex numbers, with \(z=x+iy\), \(\partial=\tfrac12(\partial_x-i\partial_y)\), \(\bar\partial=\tfrac12(\partial_x+i\partial_y)\), \(\omega=e^{2\pi i/3}\), \(q_j=-i\omega^j\), and

\[
a_1=\frac{4\pi}{3}e^{i\pi/6},\qquad a_2=\omega a_1,\qquad r_0=(a_1-a_2)/3.
\]

The Hamiltonian \(H\) has off-diagonal blocks \(D^\dagger\) and \(D\). \(D\) acts on the sublattice-A amplitudes \((\psi_1,\psi_2)\) of layers 1 and 2 and differentiates only through \(\bar\partial\). Bloch states obey

\[
\psi_1(\mathbf r+\mathbf a_i)=e^{i\mathbf k\cdot\mathbf a_i}\psi_1(\mathbf r),\qquad
\psi_2(\mathbf r+\mathbf a_i)=\omega^{-1}e^{i\mathbf k\cdot\mathbf a_i}\psi_2(\mathbf r).
\]

With reciprocal vectors \(G\), \(q=q_0+G\), and plane-wave coefficients \(c_G,d_q\) of \(\psi_1,\psi_2\), \(D\psi=0\) reads

\[
(k+G)c_G+\alpha\sum_j\omega^jd_{G+q_j}=0,
\]
\[
(k+q)d_q+\alpha\sum_j\omega^jc_{q-q_j}=0.
\]

Threefold symmetry protects a zero mode \(\psi_K=(\psi_1,\psi_2)\) at K (\(k=0\)), with \(\psi_2(\pm r_0)=0\). Its phase is chosen so that \(\psi'=\psi_K\), where

\[
\psi_1'(z)=\overline{\psi_1(\bar z)},\qquad
\psi_2'(z)=-\overline{\psi_2(\bar z)} .
\]

Then \(\psi_1(\pm r_0)\) are real. The zero mode at K′ (\(k=-q_0=i\)) is

\[
\chi(\mathbf r)=\bigl(\psi_2(-\mathbf r),-\psi_1(-\mathbf r)\bigr),
\]

and \(\eta(\mathbf r)=\overline{\psi_K(-\mathbf r)}\) obeys \(D^\dagger\eta=0\). The determinant of any two solutions of \(D\psi=0\) is holomorphic. With \(\langle\cdot\rangle\) a moiré-cell average, the constant \(W\) sets the Dirac velocity \(v\):

\[
W=\psi_1(r_0)\psi_1(-r_0),\qquad
\frac{v}{v_0}=\frac{|W|}{\langle|\psi_K|^2\rangle}.
\]

If \(W\ne0\), zero modes exist only at K and K′, so a flat band requires \(W=0\). At the magic values found below, \(\psi_K\) vanishes at \(r_0\) but not at \(-r_0\). Near \(r_0\) it is then \(z-r_0\) times a smooth spinor, which cancels a simple pole. There \(\psi_1\) has no linear term, and that of \(\psi_2\) is proportional to \(z-r_0\).

**The multiplier**

Use \(u=z/a_1\), \(u_0=r_0/a_1\), and define

\[
\theta_1(u)=2\sum_{n=0}^{\infty}(-1)^ne^{i\pi\omega(n+1/2)^2}
\sin[(2n+1)\pi u].
\]

Combining the exponentials in the sine gives the equivalent two-sided sum

\[
\theta_1(u)=-i\sum_{n=-\infty}^{\infty}(-1)^n
e^{i\pi\omega(n+1/2)^2+i\pi(2n+1)u}.
\]

Adding 1 to \(u\) changes every term by \(-1\). Adding \(\omega\) changes the exponent according to

\[
(n+\tfrac12)^2+2n+1=(n+\tfrac32)^2-1.
\]

Relabelling \(n+1\) as \(n\) gives the two translation laws

\[
\theta_1(u+1)=-\theta_1(u),\qquad
\theta_1(u+\omega)=-e^{-i\pi\omega-2\pi iu}\theta_1(u).
\]

By oddness \(\theta_1(0)=0\). The second law lowers the logarithmic derivative by \(2\pi i\) from one side of the cell to the opposite side, while the first leaves it unchanged. The contour integral around a cell is therefore \(2\pi i\), so there is one simple zero per cell.

For a wavevector \(k\), let

\[
\kappa_i=\frac{\mathbf k\cdot\mathbf a_i}{2\pi},\qquad
f_k(z)=e^{2\pi i\kappa_1u}
\frac{\theta_1(u-u_0-s)}{\theta_1(u-u_0)}.
\]

Translation by \(a_1\) leaves the theta ratio unchanged and gives \(e^{2\pi i\kappa_1}\), as required. Translation by \(a_2\) adds \(\omega\) to \(u\). The ratio then gains

\[
e^{-2\pi i(u-u_0-s)+2\pi i(u-u_0)}=e^{2\pi is},
\]

and the prefactor gains \(e^{2\pi i\kappa_1\omega}\). Their product must be \(e^{2\pi i\kappa_2}\), which is satisfied by

\[
s=\kappa_2-\kappa_1\omega.
\]

The flat-band spinor is

\[
\psi_k(\mathbf r)=f_k(z)\psi_K(\mathbf r).
\]

Away from \(r_0\), \(\bar\partial f_k=0\), and hence \(D\psi_k=f_kD\psi_K=0\). At \(r_0\) the product is smooth, so the equation continues through that point. This holds for every \(k\). Without the zero of \(\psi_K\), the product would diverge as \(1/|z-r_0|\), the integral of its squared modulus would diverge logarithmically, and \(\bar\partial f_k\) would contain a point source.

The spinor \(\overline{\psi_k(-\mathbf r)}\) is a zero mode of \(D^\dagger\) with the same \(k\). There are thus two flat bands for one valley and one spin, one on each sublattice.

**The moving zero and the number of states**

The numerator of \(f_k\) places a zero at \(r_0+sa_1\), while the denominator removes the original zero. If \(k\) is a reciprocal vector, the theta translation laws make \(f_k\) a constant, and the original state is recovered. At K′, \(\kappa_1=\kappa_2=1/3\), so \(sa_1=r_0\). The zero lies at \(2r_0\), which differs from \(-r_0\) by the lattice vector \(a_1-a_2\). This is where the independently constructed K′ spinor \(\chi\) vanishes.

Any other zero mode \(\phi\) at the same \(k\) has a holomorphic determinant with \(\psi_K\). Its Bloch phase forces it to vanish except at K′. There it is a constant, which is zero because \(\psi_K(r_0)=0\). Thus \(\phi=g\psi_K\), where \(g\) is meromorphic with poles only at zeros of \(\psi_K\). With one simple zero per cell, \(g/f_k\) is periodic and has at most one simple pole per cell, at \(r_0+sa_1\). Its contour integral around a cell vanishes by periodicity, so the residue is zero and \(g/f_k\) is a bounded holomorphic function, hence constant: \(g\) is proportional to \(f_k\). An additional zero, or a double zero, would supply a second independent multiplier and hence a second zero mode at each \(k\). The nonzero next band at the example wavevector excludes this for the three cases below.

**Computing the magic values**

At K, set \(c_0=1\), omit the \(G=0\) equation and solve the remaining plane-wave equations. The plane-wave matrix is symmetric without complex conjugation, so its right null vector also gives its left null vector. For \(c_0\ne0\), the omitted row is a linear combination of the others. Its remainder should still be monitored, because it reveals most errors in the relative phases of the three tunnelling terms, and a small cutoff that cuts through triples. It does not reveal every error: a wrong phase factor common to all three terms leaves it zero, and at a large cutoff the effect of a missing outer wave is below rounding error. A wrong sign on one term also leaves it zero, because it amounts to shifting the origin by half a moiré lattice vector; that error shows up instead as \(\psi_2(r_0)\ne0\), which should be monitored as well. At \(\alpha\approx1.453\) and \(\alpha\approx3.358\) the coefficient \(c_0\) of the normalized spinor vanishes, so the reduced equations are poorly conditioned near these values. Another coefficient can then be fixed and its equation omitted instead, but its phase must respect the reflection \(\psi'=\psi_K\). Since \(-\bar q_0=q_0\), the reflection makes \(d_{q_0}\) imaginary, so \(d_{q_0}=-i\) is a suitable choice. Setting \(d_{q_0}=1\) would reverse the sign of the function \(S\) defined below, and setting a general coefficient to 1 would make it complex.

The real function to search is

\[
S(\alpha)=\frac{\psi_1(r_0)\psi_1(-r_0)}{\langle|\psi_K|^2\rangle}.
\]

It changes sign at a simple root, whereas the physical velocity \(|S|v_0\) does not. Root bracketing should therefore use \(S\). The calculation scanned \(\alpha\) from 0.05 to 4.05 in steps of 0.10 and refined each sign change.

A scan alone could miss two nearby roots or a root without a sign change. A second calculation avoids the K-point spinor. Let \(V\) be the tunnelling matrix from layer 1 to layer 2, without the factor \(\alpha\), and let \(P_1\) and \(P_2\) contain \(1/(k+G)\) and \(1/(k+q)\). At a generic \(k\), the two plane-wave equations read

\[
c=-\alpha P_1V^{\mathsf T}d,\qquad d=-\alpha P_2Vc .
\]

Eliminating \(d\) gives

\[
P_1V^{\mathsf T}P_2V\,c=\frac{1}{\alpha^2}c .
\]

A real positive eigenvalue identifies a coupling at which this \(k\) has a zero mode. By the result for \(W\ne0\), that coupling must be magic, and it cannot depend on \(k\). At two different wavevectors, the truncated eigenvalue problem gave three real couplings below 4.05, in agreement with the K-point roots:

\[
\alpha_1=0.5857,\qquad \alpha_2=2.2212,\qquad \alpha_3=3.7514.
\]

The higher magic values are therefore **2.221 and 3.751**. They are numerical roots of the stated model; the theta-function construction is analytic once such a root is known.

For fixed \(w\) and \(v_0\), \(k_\theta\propto1/\alpha\). The corresponding displacements, relative to the first, are

\[
\frac{0.5857}{2.2212}=0.2637,\qquad
\frac{0.5857}{3.7514}=0.1561.
\]

At small twist these are also ratios of angles, because \(k_\theta\) is then proportional to the angle.

The eigenvalue problem and the next band tabulated below used a momentum cutoff of 20.2; all other results at the magic values used a cutoff of 24.2, which contains 703 waves in layer 1 and 702 in layer 2. These numbers show the extra wave at \(G=0\): \(703=1+3\times234\) and \(702=3\times234\). Larger \(\alpha\) needs a larger cutoff. The second plane-wave equation at K implies \(|d_q|\le(3\alpha/|q|)\max_j|c_{q-q_j}|\), and the first gives the same kind of bound for \(c_G\). These bounds force each coefficient below its largest neighbour once the momentum exceeds \(3\alpha\), which is about 11 at the third root. The cutoff should lie well beyond that radius, and the roots should be recomputed with a different cutoff.

**What changes from one magic value to the next**

With \(\langle|\psi_K|^2\rangle=1\), the computed spinors have these properties. Energies are in \(v_0k_\theta\), and the next band is evaluated at the example wavevector used below.

| \(\alpha\) | \(\lvert\psi_1(-r_0)\rvert\) | \(\lvert\partial\psi_2(r_0)\rvert/k_\theta\) | next band |
|---:|---:|---:|---:|
| 0.5857 | 0.6967 | 0.5090 | 0.7032 |
| 2.2212 | 0.3311 | 0.2419 | 0.2550 |
| 3.7514 | 0.1827 | 0.1335 | 0.0535 |

In all three cases \(\psi_1(r_0)\) vanishes to numerical precision. On a mesh of 16 wavevectors the energy of the lowest band is at most \(1.4\times10^{-14}\,v_0k_\theta\), which is zero to numerical precision. The next band at this wavevector is lower at each successive magic value. A perturbation that is small compared with the separation at the first value may therefore be large at the third.

The ratio of the third column to the second is the same in each row:

\[
\frac{0.508959}{0.696728}=\frac{0.241883}{0.331121}=\frac{0.133467}{0.182707}=0.7305.
\]

This follows from the K′ state. By uniqueness, \(\chi=Cf_{K'}\psi_K\) for some constant \(C\). In components,

\[
\psi_2(-\mathbf r)=Cf_{K'}(z)\psi_1(\mathbf r),\qquad
-\psi_1(-\mathbf r)=Cf_{K'}(z)\psi_2(\mathbf r).
\]

Inverting the position in the first equation and inserting the second gives

\[
\psi_2(\mathbf r)=Cf_{K'}(-z)\psi_1(-\mathbf r)
=-C^2f_{K'}(z)f_{K'}(-z)\psi_2(\mathbf r),
\]

so \(C^2f_{K'}(z)f_{K'}(-z)=-1\). The multiplier contains no \(\alpha\), and neither does \(|C|\). Taking the second component equation to \(r_0\), where \(f_{K'}\) has a pole, gives

\[
|\psi_1(-r_0)|=|C|\,\bigl|\mathrm{Res}_{r_0}f_{K'}\bigr|\,|\partial\psi_2(r_0)|.
\]

The ratio is thus fixed by the moiré lattice. It provides a useful check on the derivative and the location of the zero in an implementation. Because it contains only moduli, it does not test the relative phase of the two layer components.

**One wavevector worked through**

Take \(\mathbf k=(0.31,0.17)k_\theta\). With \(|a_1|=4.18879\), the first lattice vector has components \((3.6276,2.0944)\), and the second \((-3.6276,2.0944)\). Hence

\[
\kappa_1=\frac{0.31(3.6276)+0.17(2.0944)}{2\pi}=0.235645,
\]
\[
\kappa_2=\frac{-0.31(3.6276)+0.17(2.0944)}{2\pi}=-0.12231.
\]

The theta-function shift is

\[
s=-0.12231-0.235645\left(-\frac12+\frac{\sqrt3}{2}i\right)
=-0.00449-0.20407i.
\]

Multiplication by \(a_1\) gives a displacement of \((0.4111,-0.7497)/k_\theta\). Since \(r_0=(2.4184,0)/k_\theta\), the zero of this Bloch state is at

\[
(2.8295,-0.7497)/k_\theta .
\]

At the origin the multiplier is \(f_k(0)=1.5862-0.0157i\). The position of the zero and the multiplier are the same at all three magic values; \(\psi_K\) supplies the dependence on \(\alpha\). Tests against null vectors computed directly at this \(k\) confirmed both the spinor and its zero.

For a nonmagic comparison, take \(\alpha=1.5\). There \(|\psi_1(r_0)|=0.977\), so the pole is not cancelled. The lowest positive energy at the same \(k\) is \(0.172\,v_0k_\theta\), and the theta product does not agree with the directly computed state.

**Numerical evaluation near the removed pole**

Away from \(r_0\), the product \(f_k\psi_K\) can be evaluated directly. At \(r_0\), where it takes the form \(0/0\), use its limit

\[
\psi_k(r_0)=e^{2\pi i\kappa_1u_0}a_1
\frac{\theta_1(-s)}{\theta_1'(0)}
\begin{pmatrix}0\\ \partial\psi_2(r_0)\end{pmatrix}.
\]

The upper entry vanishes because \(\psi_1\) has no linear term at \(r_0\). At the translate \(r_0+a_i\), multiply this expression by \(\omega^{-1}e^{i\mathbf k\cdot\mathbf a_i}\), the translation factor of the second component. The product is not normalized, so its norm must be calculated separately for each \(k\).

An error in \(\alpha\) leaves a small but nonzero \(\psi_1(r_0)\). The theta product then has a weak pole, even if a coarse position grid does not reveal it. It is therefore better to refine \(\alpha\) through \(S(\alpha)=0\) than to judge the product by its appearance on a grid.

**Where the result stops applying**

Same-sublattice tunnelling adds terms to the diagonal blocks of \(H\). The zero-energy equation then no longer separates into \(D\psi=0\) and \(D^\dagger\eta=0\), and the multiplication argument fails. Loss of threefold symmetry removes the protection of the zero mode at K. Electron interactions are also outside the model. The values 2.221 and 3.751 should therefore be read as properties of the single-particle chiral Hamiltonian, not as predicted angles for a particular sample.

## Numbers as computed

```
Units: energy v0*k_theta, length 1/k_theta, alpha dimensionless
|a1| = 4.188790, r0 = (2.418399, 0.000000) [1/k_theta]
plane waves per layer: 703 and 702
alpha scan: 0.05 to 4.05, step 0.10
largest left-out equation at K / stacking points: 1.0e-13
largest second component at K / stacking points: 4.8e-14
largest imaginary at K / stacking points: 3.2e-14
left-out equation, threefold symmetry broken: 0.0847
alpha 0.3: signed v/v0 = 0.572287, slope = 0.572287
alpha 1.5: signed v/v0 = -0.494328, slope = 0.494328
alpha 3.0: signed v/v0 = 0.144463, slope = 0.144463
magic value 1: alpha = 0.5856636 (zero of spinor)
  from 1/alpha^2 spectrum, two k: 0.5856636, 0.5856636
  k_theta ratio to first magic value: 1.00000
  psi1(r0) = -2.8e-16, psi1(-r0) = 0.696728 (cell rms norm 1)
  |d psi2/dz| at r0 = 0.508959 [k_theta]
  largest energy on 16 k points = 4.4e-16 [v0 k_theta]
  next band at generic k = 0.703191 [v0 k_theta]
  theta state mismatch: generic k 1.6e-15, K' 1.7e-15
magic value 2: alpha = 2.2211822 (zero of spinor)
  from 1/alpha^2 spectrum, two k: 2.2211822, 2.2211822
  k_theta ratio to first magic value: 0.26367
  psi1(r0) = 6.9e-16, psi1(-r0) = -0.331121 (cell rms norm 1)
  |d psi2/dz| at r0 = 0.241883 [k_theta]
  largest energy on 16 k points = 1.5e-15 [v0 k_theta]
  next band at generic k = 0.255012 [v0 k_theta]
  theta state mismatch: generic k 2.8e-15, K' 3.6e-15
magic value 3: alpha = 3.7514055 (zero of spinor)
  from 1/alpha^2 spectrum, two k: 3.7514055, 3.7514055
  k_theta ratio to first magic value: 0.15612
  psi1(r0) = 1.4e-16, psi1(-r0) = 0.182707 (cell rms norm 1)
  |d psi2/dz| at r0 = 0.133467 [k_theta]
  largest energy on 16 k points = 1.4e-14 [v0 k_theta]
  next band at generic k = 0.053451 [v0 k_theta]
  theta state mismatch: generic k 1.1e-12, K' 1.4e-12
example k = (0.31, 0.17) [k_theta]
kappa1 = 0.235645, kappa2 = -0.122312
s = -0.004489 -0.204075i, f_k(0) = 1.586185 -0.015723i
zero of psi_k at (2.829527, -0.749704) [1/k_theta]
off magic, alpha = 1.5: |psi1(r0)| = 0.977455
  energy at example k = 0.171831 [v0 k_theta]
  theta state mismatch = 0.6774
```
